# Inverse-Square Divergence of Q at a Symmetry-Protected Bound State, part 2

A photonic-crystal slab in air, unchanged by the half-turn $C_2:(x,y)\to(-x,-y)$, can hold an isolated mode at in-plane wavevector $\mathbf k=0$ that does not radiate. We seek the coefficient of its loss at small $\mathbf k$ for a grating. Fields vary as $e^{-i\omega t}$, in Gaussian atomic units, with $k_0=\omega/c$ and

$$\nabla\times\mathbf E=ik_0\mathbf H,\qquad \nabla\times\mathbf H=-ik_0\varepsilon\mathbf E. \tag{1}$$

The bound state has frequency $\omega_0$, $\kappa=\omega_0/c$ and fields $\mathbf E_0,\mathbf H_0$. Condition 3 is $\omega_0/c<|\mathbf G|$ for every reciprocal-lattice vector $\mathbf G\ne0$: only the zeroth order (the cell average) propagates in air. The loss is $|\mathrm{Im}\,\omega(\mathbf k)|=\mathbf k\cdot\Gamma\mathbf k+O(k^4)$, with $\Gamma$ real, symmetric and without negative eigenvalues. Where $\mathbf k\cdot\Gamma\mathbf k>0$, the quality factor is

$$Q(\mathbf k)=\frac{\omega_0}{2\,\mathbf k\cdot\Gamma\mathbf k}+O(1). \tag{5}$$

Radiation amplitudes are odd in $\mathbf k$. If the linear term vanishes, they start at $k^3$ and the loss at $k^6$ or higher. The leading energy balance, with cell area $S$ and radiating channels $j$, is

$$|\mathrm{Im}k_0|=\frac{S}{U}\sum_j|a_j|^2,\qquad U=\int(|\mathbf H_0|^2+\varepsilon|\mathbf E_0|^2)\,d^3r. \tag{21}$$

The grating has period $L$ along $x$, thickness $h$ and real permittivity $\varepsilon$; it is uniform along $y$ and symmetric under $x\to-x$ and $z\to-z$. For $\mathbf k$ along $x$, $\mathbf E=\psi\hat{\mathbf y}$ obeys $(\partial_x^2+\partial_z^2+k_0^2\varepsilon)\psi=0$. Put $\psi=e^{ikx}u$, $u=u_0+ku_1+O(k^2)$. The bound state $u_0$ is real, odd in $x$ and even in $z$, and

$$\mathcal L_0u_1=-2i\,\partial_xu_0,\qquad \mathcal L_0=\partial_x^2+\partial_z^2+\kappa^2\varepsilon. \tag{24}$$

Above the slab the zeroth order of $u_1$ is $a_1e^{i\kappa(z-h/2)}$. The radiated amplitude is $a=ka_1+O(k^3)$, equal on both sides.

The two-dimensional lattice in the final numerical output is square, with period 900 nm, thickness 450 nm, permittivity 4.41 and elliptical air holes.

### Reciprocity replaces the calculation of $u_1$

Let $W$ be the field at normal incidence when equal waves arrive from above and below at $k_0=\kappa$. It is even in $x$ and $z$. It exists and is unique in that class, because the one source-free outgoing solution, $u_0$, is odd in $x$.

It can also be made real. With unit incoming amplitude the zeroth order above the slab is $e^{-i\kappa\zeta}+\rho e^{i\kappa\zeta}$, where $\zeta=z-h/2$. The complex conjugate is another even solution, with incoming amplitude $\rho^*$. By uniqueness it equals $\rho^*$ times the first, so the field is real apart from a constant phase. Remove the phase and scale the field so that its zeroth order satisfies

$$W_0(h/2)=1,\qquad W_0'(h/2)=p. \tag{25}$$

Multiply (24) by $W$ and use $\mathcal L_0W=0$:

$$\int\!\!\int(W\mathcal L_0u_1-u_1\mathcal L_0W)\,dx\,dz
=\int\!\!\int\nabla\cdot(W\nabla u_1-u_1\nabla W)\,dx\,dz. \tag{26}$$

The integrals cover one period and all $z$. The sides cancel by periodicity. At large $|z|$ the evanescent harmonics have died out, and the zeroth order leaves $L(W_0u_{1,0}'-u_{1,0}W_0')$ at the top. This Wronskian is constant in the air, so it may be evaluated at the surface, where $u_{1,0}=a_1$, $u_{1,0}'=i\kappa a_1$, and (25) holds. Its value is $La_1(i\kappa-p)$. The lower side contributes the same amount, since both functions are even in $z$. Hence

$$2La_1(i\kappa-p)=-2iI,\qquad I=\int\!\!\int W\,\partial_xu_0\,dx\,dz, \tag{27}$$

and, because $p$ is real,

$$|a_1|=\frac{|I|}{L\sqrt{\kappa^2+p^2}}. \tag{28}$$

Adding a multiple of $u_0$ to $u_1$ would not change this, since $u_0$ has no zeroth order. If $W_0$ vanishes at the surface, the normalization (25) is unavailable. One then keeps the surface value $W_s$ and slope $W_s'$ of any real $W$ and replaces $\kappa^2+p^2$ by $\kappa^2W_s^2+W_s'^2$.

### The quality factor

For the bound state, the integral of $\nabla\cdot(\mathbf E_0\times\mathbf H_0^*)=i\kappa(|\mathbf H_0|^2-\varepsilon|\mathbf E_0|^2)$ vanishes. Electric and magnetic parts are equal, and per unit length along $y$

$$U=2N,\qquad N=\int\!\!\int\varepsilon u_0^2\,dx\,dz. \tag{29}$$

Per unit length the cell area is $L$, and two sides radiate. Equations (21), (28) and (29) give

$$|\mathrm{Im}k_0|=\frac{L\,(2k^2|a_1|^2)}{2N}=\frac{k^2I^2}{LN(\kappa^2+p^2)}. \tag{30}$$

With $Q=\kappa/(2|\mathrm{Im}k_0|)$ at leading order,

$$\boxed{Q=\frac{C}{k^2},\qquad C=\frac{\kappa LN(\kappa^2+p^2)}{2I^2}.} \tag{31}$$

Rescaling $u_0$ by a factor multiplies $N$ and $I^2$ by the same amount, so $C$ does not change. Only the ratio $N/I^2$ matters: at fixed $\kappa$ and $p$, $Q$ rises with the stored energy relative to the squared overlap of $\partial_xu_0$ with $W$, the wave that can enter from the air.

### Worked example

Consider suspended bars with period $L=900$ nm, thickness 450 nm, width 70% of the period, and refractive index 2.1, a rough near-infrared value for aluminium nitride. With 15 plane waves the bound state lies at 0.804 eV, or 1541 nm in vacuum. The diffraction threshold at $k=0$ is 1.378 eV, so condition 3 holds. In the normalization used for the computation,

$$\begin{aligned}
\kappa&=4.0764\times10^{-3}\ \mathrm{nm}^{-1}, & p&=2.3076\times10^{-2}\ \mathrm{nm}^{-1},\\
N&=3.6948\times10^6\ \mathrm{nm}^2, & |I|&=7.8541\times10^3\ \mathrm{nm}.
\end{aligned} \tag{32}$$

Then $\kappa^2+p^2=5.491\times10^{-4}\ \mathrm{nm}^{-2}$ and $I^2=6.169\times10^7\ \mathrm{nm}^2$, so

$$C=\frac{(4.0764\times10^{-3})(900)(3.6948\times10^6)(5.491\times10^{-4})}{2(6.169\times10^7)}
=6.03\times10^{-5}\ \mathrm{nm}^{-2}. \tag{33}$$

Using 23 plane waves changes $C$ by 0.02%, and 71 plane waves raise it by 0.03%, to $6.035\times10^{-5}\ \mathrm{nm}^{-2}$. The digits in (32) and in the table below belong to the 15-plane-wave truncation; with 71 plane waves the first two direct values become 47,757 and 11,987.

A tilt $\theta$ in air means $k=\mathrm{Re}\,k_0(k)\sin\theta$; the table uses the leading-order value $k=\kappa\sin\theta$. The direct values below come from the complex frequency of the outgoing-wave problem, without the overlap formula.

| $\theta$ | direct $Q$ | $C/k^2$ |
|---:|---:|---:|
| $0.5^\circ$ | 47,738 | 47,675 |
| $1^\circ$ | 11,982 | 11,920 |
| $2^\circ$ | 3,043 | 2,981 |
| $4^\circ$ | 808 | 746 |

The difference is close to 62 in every row. This is the $O(1)$ term allowed by (5). It is 0.5% of $Q$ at $1^\circ$ and 8% at $4^\circ$. Its value depends on the convention for $k$: if the direct $Q$ is taken at the true tilt, $k=\mathrm{Re}\,k_0(k)\sin\theta$, the difference from $C/(\kappa\sin\theta)^2$ is about 72. At $kL=0.01$ and $0.02$ the direct loss is below the formula by 0.014% and 0.055% of the formula's value. The fourfold growth agrees with a relative correction of order $k^2$.

For $\mathbf k$ along the bars, the vector problem gives $Qk^2=2.57\times10^{-4}\ \mathrm{nm}^{-2}$, about 4.3 times the value across them. The mirror $x\to-x$ explains which polarization leaves in that case. The bound state is odd under this mirror as a vector field, and a wavevector along $y$ preserves it. A uniform $E_y$ is even and stays forbidden; a uniform $E_x$ is odd and is allowed. The same mirror changes the sign of $k_xk_y$ but not the frequency, so $\Gamma_{xy}=0$. For general directions,

$$\frac1Q\simeq\frac{k_x^2}{6.03\times10^{-5}\ \mathrm{nm}^{-2}}+\frac{k_y^2}{2.57\times10^{-4}\ \mathrm{nm}^{-2}}. \tag{34}$$

### A thickness at which the law changes

In (28) the real number $I$ decides whether the linear amplitude survives. A real quantity can pass through zero when one parameter is varied. With period, bar fraction and index held fixed, this happens at a thickness of 1048 nm, where the bound state lies at 0.728 eV. The direct losses at $kL=0.05$ and $0.10$ then give an exponent of $-5.98$ for $Q$, in agreement with the $k^{-6}$ law expected when the cubic amplitude is the first to remain.

This exception concerns $\mathbf k$ across the bars; along them the exponent computed with 15 plane waves between $kL=0.01$ and $0.02$ remains $-2.00$ at this thickness. If the thickness misses the tuned value slightly, so that $I\neq0$, the linear amplitude returns and dominates at sufficiently small $k$. The faster law then holds over an intermediate range at most. On one side of the tuned value the linear and higher-order amplitudes cancel at a finite $k$, where $Q$ diverges again: with 15 plane waves the computed loss vanishes within rounding at $kL=0.115$ for a slab 2 nm too thick and at $kL=0.26$ for one 10 nm too thick, while slabs 2 and 10 nm too thin show no such zero up to $kL=0.6$.

### Breaking the half-turn symmetry

Let a small change $\delta\varepsilon$, even in $z$, break the symmetry $x\to-x$. To first order in $k$ and $\delta\varepsilon$, the correction $\delta u$ to the bound field obeys

$$\mathcal L_0\delta u=-2ik\,\partial_xu_0-\kappa^2\delta\varepsilon\,u_0-2\kappa\,\delta k_0\,\varepsilon u_0. \tag{35}$$

Project this on $W$ as before. The last term gives zero, since $W$ and $\varepsilon$ are even in $x$ and $u_0$ is odd. The radiated amplitude $a$ satisfies

$$2La(i\kappa-p)=-2ikI-\kappa^2J,\qquad J=\int\!\!\int W\,\delta\varepsilon\,u_0\,dx\,dz. \tag{36}$$

Both $I$ and $J$ are real. The two contributions are a quarter-cycle apart, so their squares add:

$$|a|^2=\frac{4k^2I^2+\kappa^4J^2}{4L^2(\kappa^2+p^2)},\qquad \frac1Q=\frac{k^2}{C}+\frac1{Q_b}, \tag{37}$$

where $Q_b$ is the value at $k=0$ with the symmetry broken. If $J\neq0$, the divergence becomes a finite peak. Since $J$ is proportional to a small defect, $Q_b$ varies as the inverse square of its size.

Suppose each bar has a narrow air slot through its full thickness, centred 135 nm from the middle of the bar. With 15 plane waves the computed $Q_b$ is $2.36\times10^5$ for a 2 nm slot and $5.88\times10^4$ for a 4 nm slot; a larger basis raises the second value to $5.90\times10^4$. The loss rises by a factor of about 4.01, close to the predicted 4. Two 4 nm slots placed symmetrically restore $C_2$, and the computed loss is then zero within rounding. The cause of the finite $Q$ is thus the loss of symmetry, not the mere presence of a slot.

### Beside a real aluminium nitride device

The index, period, thickness and near-infrared wavelength are plausible for an aluminium nitride structure, but freely suspended, unconnected bars are an idealization; a real grating needs supports. A substrate keeps $C_2$ but changes the coefficient and lowers the diffraction threshold: for the same bars $Qk^2$ across them falls to $4.4\times10^{-5}\ \mathrm{nm}^{-2}$ on a substrate of index 1.444 (silica) and to $2.2\times10^{-5}\ \mathrm{nm}^{-2}$ on one of index 1.746 (sapphire), where the bound state at 0.767 eV lies just under the threshold at 0.789 eV. On sapphire the inverse-square law also covers a narrower range: $Qk^2$ is 12% above its limit at a tilt of $1.6^\circ$ and twice its limit at $4.2^\circ$. The estimates below are for air on both sides. A real device also breaks the assumptions of zero loss, infinite width and perfect symmetry. Take a rough propagation loss of 1 dB/cm in an unpatterned guide of the same material. The power attenuation is $\alpha=2.30\times10^{-8}\ \mathrm{nm}^{-1}$, and a guided wave of group index $n_g$ loses energy at the rate $\alpha c/n_g$. The bound state has zero group velocity at $k=0$, so its own group index cannot be used here. If it loses energy at the same rate as the guided wave, and the bulk index $n=2.1$ stands in for the group index of the guide, the limit is $Q\simeq\kappa n/\alpha=3.7\times10^5$. Radiation across the bars reaches this level at $0.18^\circ$; closer to normal, the assumed propagation loss exceeds the radiative loss. For a grating 100 µm wide, take an envelope $f=\cos(\pi x/w)$ that vanishes at the edges, with $w=100$ µm. The radiated amplitude follows $f'$ and the stored energy $f^2$, so $k^2$ is replaced by $\int f'^2dx/\int f^2dx=(\pi/w)^2$. This gives $Q\simeq6.1\times10^4$, for bars of unlimited length and without counting light lost through the edges. That omission is not negligible: a supercell calculation for 111 bars gives $5.3$ to $5.5\times10^4$, depending on the air gap between the cells, about 10 to 14% lower. The envelope wavevector stays within 1% of $\pi/w$, and the extra loss leaves at wide angles. If these two losses and that of the 2 nm slot simply add,

$$\frac1Q\simeq\frac1{3.72\times10^5}+\frac1{6.11\times10^4}+\frac1{2.36\times10^5},\qquad Q\simeq4.3\times10^4. \tag{38}$$

With the edge loss included the sum is $3.9$ to $4.0\times10^4$. These are estimates from the model, not measured values. Among the three, finite width moves the result most. An identical slot in every bar does not represent random fabrication errors, which (38) leaves out. In 111-bar supercells with mirror-symmetric random shifts of the walls, two samples each, the lossless $Q$ fell from $5.5\times10^4$ to $4.6$–$4.8\times10^4$ for 1 nm rms and to $2.7$–$3.6\times10^4$ for 2 nm rms. At 2 nm the added loss can be as large as that of the finite width.

Two material effects are smaller. With dispersion, the electric energy weight $n^2$ becomes $d(\omega\varepsilon)/d\omega=n^2+2n\omega\,dn/d\omega$, while the magnetic half of $U$ is unchanged. Since $N=U/2$, the weight $n^2$ in $N$ becomes their mean, $n^2+n\omega\,dn/d\omega=nn_g$, where $n_g$ is the material group index. For an assumed excess $n_g-n=0.04$ this raises $C$ by 1.8%; the change is proportional to the excess, which for bulk aluminium nitride at this wavelength is nearer 0.03. If the optic axis is along $z$, birefringence does not enter for $\mathbf k$ across the bars, because $E_z=0$. Along the bars, an extraordinary index larger by a rough 0.04 changes $Qk^2$ by 0.4%. The roughness of the index and of the geometry matters as much: $n=2.12$ in place of 2.1 raises $C$ by 1.4% and moves the bound state to 0.797 eV, and bars 9 nm wider raise $C$ by about 4%.

For a wide, weakly lossy grating with $C_2$ intact, (31) gives a conditional design rule: while out-of-plane radiation is the main loss and the envelope keeps its shape, doubling the width raises $Q$ fourfold. The rule ceases to hold when absorption, edge leakage or a symmetry-breaking defect becomes comparable. For the lossless bars above, edge leakage makes the rise steeper in narrow gratings: depending on the air gap of the supercell, $Q$ grows by a factor 5.0 to 5.8 from 27 to 55 bars and by 4.1 to 4.4 from 55 to 111 bars, where the rule gives about 4.1, so it is approached only at widths near 100 µm and beyond. The numerical output below gives the underlying values for the suspended periodic structures with 15, 23 and 25 plane waves; the supercell, random-wall, substrate, true-tilt, detuned-thickness, index- and width-sensitivity and larger-basis values quoted above, and the exponent along the bars at 1048 nm, are not part of it.

## Computed values

```
period 900 nm, thickness 450 nm, bar fill 0.70
rough AlN index 2.10, permittivity 4.410
plane waves in grating model: 15
bound-state photon energy: 0.80439 eV
bound-state vacuum wavelength: 1541.3 nm
diffraction threshold at k=0: 1.37760 eV
k0 = 4.076447e-03 1/nm
bound state scaled to unit surface Fourier vector:
  N = 3.69480e+06 nm^2
  |I| = 7.85411e+03 nm
  p = 2.30755e-02 1/nm
Q k^2 across bars, overlap formula: 6.03312e-05 1/nm^2
energy change with 23 plane waves: -0.0020 %
Q k^2 change with 23 plane waves: 0.022 %
exponent of Q, direct resonances: -1.9994
formula error in loss at kL=0.01, 0.02: -1.379e-04, -5.513e-04
angle (deg), k (1/nm), Q direct, Q formula:
  0.25  1.7787e-05  1.9076e+05  1.9070e+05
  0.50  3.5573e-05  4.7738e+04  4.7675e+04
  1.00  7.1144e-05  1.1982e+04  1.1920e+04
  2.00  1.4227e-04  3.0432e+03  2.9808e+03
  4.00  2.8436e-04  8.0786e+02  7.4612e+02
Q k^2 along bars, vector solver: 2.5748e-04 1/nm^2
  change with 23 plane waves: 0.06 %
vector minus scalar resonance, relative: 2.8e-15
exceptional thickness (I=0): 1048.29 nm
  bound-state energy there: 0.72790 eV
  exponent of Q there: -5.984
Q at k=0, off-centre slot 2 nm, 4 nm: 2.359e+05, 5.882e+04
  ratio of losses, 4 nm to 2 nm: 4.015
  C2 pair of 4 nm slots, |Im w|/Re w: 3.6e-18
2D lattice: hole semi-axes 288, 180 nm, tilt 25 deg
  plane waves 25, bound-state energy 0.8037 eV
  principal Q k^2: 3.937e-05, 1.162e-04 1/nm^2
  exponent of Q at 20 deg: -2.0004
  largest misfit of quadratic form: 0.005 %
effects left out (rough inputs):
  loss 1 dB/cm: Q limit 3.72e+05, equal to radiative Q at 0.179 deg
  width 100 um, k=pi/width: radiative Q about 6.11e+04
  group index excess 0.04: Q k^2 up 1.77 %
  extraordinary index +0.04: Q k^2 along bars changes 0.38 %
```
